# Why Thinner Films Suppress Short-Channel Leakage, and What Limits the Gain

**Question.** In a short thin-film transistor, the potentials of the source and drain leak into the channel and lower the barrier that should keep the device off. Why does a thinner semiconductor film suppress this leakage, does the decay length really follow the square root of film thickness times insulator thickness, and what does the thinning gain in numbers?

**Answer.**

## The mechanism: lateral flux against gate coupling

Take a film of thickness $t_s$ and permittivity $\varepsilon_s$ on an insulator of thickness $t_i$ and permittivity $\varepsilon_i$, with an equipotential gate beneath. Let $x$ run from the source at $x=0$ to the drain at $x=L$. The transistor is below threshold, and mobile and fixed charge are neglected. Far from both contacts the gate then sets a uniform potential, and $\psi$ denotes the potential measured from that value. Thus $\psi=0$ at the gate, after any work-function difference has been absorbed into the reference.

The normal field is taken to vanish at the upper film surface. For a film of thickness $2t_s$ between two identical gates, this holds at the midplane by symmetry. For a single gate it is an approximation that leaves out field lines through the space above the film. These can dominate the small leakage that remains in a very thin film. The numerical results below therefore describe the symmetric double gate, and every film thickness quoted there is $t_s$, half of the full thickness.

First suppose that $\psi$ hardly varies across the film and that the insulator field is vertical. Apply Gauss's law to a slice of film of length $dx$ and unit width. The outward electric flux through its two side faces is $-\varepsilon_s t_s\psi''\,dx$. The flux leaving towards the gate is $\varepsilon_i(\psi/t_i)\,dx$. With no charge inside, the sum is zero:

$$\varepsilon_s t_s\,\psi''=\frac{\varepsilon_i}{t_i}\,\psi .$$

Hence

$$\psi''=\frac{\psi}{\lambda_0^2},\qquad \lambda_0=\sqrt{\frac{\varepsilon_s t_s t_i}{\varepsilon_i}} .$$

The film carries the contact's flux along the channel through a cross-section proportional to $t_s$. The gate drains that flux away with a capacitance per area $\varepsilon_i/t_i$, which does not depend on $t_s$. A thinner film carries less flux for the same potential gradient, so the gate removes it over a shorter distance. The square root appears because the balance involves a second derivative.

## From decay length to barrier

Let the film potential be $a>0$ at the source and $b=a+V_D$ at the drain, with drain voltage $V_D\ge0$. For a decay length $\lambda$ and $r=L/\lambda$, the solution with these end values is

$$\psi(x)=\frac{a\sinh[(L-x)/\lambda]+b\sinh(x/\lambda)}{\sinh r}.$$

Writing the hyperbolic sines as exponentials gives $\psi=Pe^{x/\lambda}+Qe^{-x/\lambda}$, where

$$P=\frac{b-ae^{-r}}{2\sinh r},\qquad Q=\frac{ae^{r}-b}{2\sinh r}.$$

Setting $\psi'=0$ gives $e^{2x/\lambda}=Q/P$. This point lies to the right of the source if $Q>P$, that is, if $a\cosh r>b$. It lies to the left of the drain because $b\ge a$. The two terms are equal there, so the minimum is $2\sqrt{PQ}$. The product of the numerators is

$$(b-ae^{-r})(ae^{r}-b)=2ab\cosh r-a^2-b^2,$$

and therefore

$$\psi_{\min}=\frac{\sqrt{2ab\cosh r-a^2-b^2}}{\sinh r}\simeq 2\sqrt{ab}\,e^{-L/2\lambda}.$$

The last form holds for $L\gg\lambda$, where $\cosh r$ and $\sinh r$ both approach $e^r/2$ and the terms $a^2+b^2$ are negligible.

An electron has energy $-e\psi$, so the potential minimum is the top of its barrier. Seen from the source, the barrier height is $e(a-\psi_{\min})$. A perfectly screened channel would have $\psi_{\min}=0$ and a barrier $ea$. The residual $\psi_{\min}$ is the leaked potential, and it depends exponentially on $1/\lambda$.

## What the slice argument leaves out

The slice argument ignores variation across the film and lateral field in the insulator. To include both, solve Laplace's equation in each layer. Let $z$ be the height above the gate. A solution that decays as $e^{-kx}$, with $k=1/\lambda$, has the vertical profile

$$g(z)=\begin{cases}B\sin kz, & 0<z<t_i,\\ \cos[k(t_i+t_s-z)], & t_i<z<t_i+t_s.\end{cases}$$

It vanishes at the gate, has zero slope at the upper surface and equals one there. At the interface, continuity of potential and of normal displacement requires

$$B\sin kt_i=\cos kt_s,\qquad \varepsilon_iB\cos kt_i=\varepsilon_s\sin kt_s .$$

Dividing the second condition by the first gives $\varepsilon_i\cot kt_i=\varepsilon_s\tan kt_s$, or

$$\tan(kt_s)\tan(kt_i)=\frac{\varepsilon_i}{\varepsilon_s}.$$

The smallest positive root gives the slowest decay. At this root both arguments lie below $\pi/2$, because the left side rises from zero to infinity as the larger argument goes from zero to $\pi/2$.

For small arguments, $\tan u\simeq u+u^3/3$. Inserting this and multiplying by $\lambda^2\varepsilon_s/\varepsilon_i$ gives

$$\lambda^2\simeq\lambda_0^2\left(1+\frac{t_s^2+t_i^2}{3\lambda^2}\right)\simeq\lambda_0^2+\frac{t_s^2+t_i^2}{3},$$

where $\lambda^2$ in the small correction has been replaced by $\lambda_0^2$. The square-root law thus needs $t_s\ll\lambda_0$ and $t_i\ll\lambda_0$. Squaring these conditions and inserting $\lambda_0$ turns them into

$$\frac{\varepsilon_i}{\varepsilon_s}\ll\frac{t_s}{t_i}\ll\frac{\varepsilon_s}{\varepsilon_i}.$$

This window is wide only if the film permittivity greatly exceeds that of the insulator. Making the film ever thinner on a fixed insulator eventually leaves the window.

## Thinning still helps, but reaches a floor

Keep $t_i$ and the permittivities fixed and take the logarithm of the tangent equation. Since

$$d\ln\tan u=\frac{du}{\sin u\cos u}=S(u)\,d\ln u,\qquad S(u)=\frac{2u}{\sin2u},$$

a change of film thickness obeys

$$S(kt_s)(d\ln k+d\ln t_s)+S(kt_i)\,d\ln k=0.$$

With $d\ln\lambda=-d\ln k$, this becomes

$$\frac{d\ln\lambda}{d\ln t_s}=\frac{S(kt_s)}{S(kt_s)+S(kt_i)}.$$

Both $S$ values are positive for arguments between zero and $\pi/2$, so thinning the film shortens $\lambda$ throughout this model. The local exponent is one half at $t_s=t_i$. Because $S$ increases with its argument, the exponent falls below one half when the film is thinner than the insulator.

In the ultrathin limit, write $kt_i=\pi/2-\delta$ with small $\delta$. Then $\tan kt_i\simeq1/\delta$ and $\tan kt_s\simeq kt_s$, so $\delta\simeq k\varepsilon_st_s/\varepsilon_i$. Substitution gives

$$\lambda\simeq\frac{2}{\pi}\left(t_i+\frac{\varepsilon_s}{\varepsilon_i}t_s\right),\qquad t_s\ll t_i,\quad \varepsilon_st_s\ll\varepsilon_it_i .$$

The length tends to $2t_i/\pi$, not to zero. The film then carries little lateral flux, but the contact field still reaches along the channel through the insulator. Thinning the insulator lowers this floor. Reducing $t_s$, $t_i$ and $L$ by one common factor leaves $kt_s$, $kt_i$ and $L/\lambda$ unchanged, and with them the leaked potential at fixed contact voltages.

## The amplitude of the slow mode

The contacts also determine how strongly the slow mode is excited. Let each contact hold the whole film end at its potential, with a linear potential drop through the insulator below. For unit contact potential, the end profile is $f=z/t_i$ in the insulator and $f=1$ in the film.

The vertical modes obey $(\varepsilon g')'=-k^2\varepsilon g$. For two modes $m$ and $n$, cross-multiplying and integrating gives

$$(k_m^2-k_n^2)\int\varepsilon g_mg_n\,dz=\big[\varepsilon(g_mg_n'-g_ng_m')\big]_{\rm gate}^{\rm top}=0,$$

so different modes are orthogonal with weight $\varepsilon$. The amplitude of the slow mode is therefore $c=\int\varepsilon fg\,dz/N$, with $N=\int\varepsilon g^2\,dz$. Integration by parts gives the numerator:

$$k^2\int\varepsilon fg\,dz=\int\varepsilon f'g'\,dz=\frac{\varepsilon_i}{t_i}\,g(t_i)=\frac{\varepsilon_i}{t_i}\cos kt_s .$$

The boundary term vanishes because $f=0$ at the gate and $g'=0$ at the top. Thus

$$c=\frac{\varepsilon_i\cos kt_s}{t_ik^2N},$$

$$N=\varepsilon_s\left(\frac{t_s}{2}+\frac{\sin2kt_s}{4k}\right)+\varepsilon_iB^2\left(\frac{t_i}{2}-\frac{\sin2kt_i}{4k}\right),\quad B=\frac{\cos kt_s}{\sin kt_i}.$$

Both contacts have the same profile, so the minimum at the upper surface is $c$ times the earlier formula, now with $\lambda=1/k$. This requires the faster-decaying modes to be negligible at the minimum.

## The numbers

Take relative permittivities 12 for the film and 8 for the insulator, $t_i=5$ nm, $L=40$ nm and $a=0.40$ V. These are round model parameters. For a 2 nm film, the square-root law gives

$$\lambda_0=\sqrt{\frac{12}{8}\times2\times5}\ \text{nm}=3.87\ \text{nm}.$$

The numerical root of the tangent equation is $k=0.2008$ nm$^{-1}$, so $\lambda=4.98$ nm. The first correction gives $\sqrt{15+29/3}=4.97$ nm. At $V_D=0.60$ V, $b=1.00$ V, $L/\lambda=8.03$ and $c=1.020$, hence

$$\psi_{\min}\simeq1.020\times2\sqrt{0.40\times1.00}\;e^{-8.03/2}\ \text{V}\simeq23.3\ \text{mV}.$$

In the next table, $\lambda$ is the root of the tangent equation. The values of $\psi_{\min}$, here and below, come from a finite-volume solution of the two-dimensional Laplace problem on a 0.125 nm grid, with the same boundary conditions. The last column uses the one-dimensional minimum formula with $\lambda_0$ and $c=1$.

| $t_s$ (nm) | $\lambda_0$ (nm) | $\lambda$ (nm) | $\psi_{\min}$ (mV) | Square-root law (mV) |
|---:|---:|---:|---:|---:|
| 10 | 8.66 | 10.78 | 221.3 | 123.8 |
| 5 | 6.12 | 7.30 | 89.5 | 48.2 |
| 2 | 3.87 | 4.98 | 23.3 | 7.2 |
| 1 | 2.74 | 4.12 | 9.4 | 0.85 |

From 10 nm to 1 nm, $\lambda$ falls by a factor of 2.62, where the square-root law promises 3.16. The leaked potential still falls from 221 to 9.4 mV, because $\lambda$ sits in an exponent. At 1 nm, however, the square-root law underestimates the leaked potential by a factor of 11. The local exponent there is 0.22, and the floor set by the insulator is 3.18 nm.

The permittivity ratio of 1.5 explains why the law is inaccurate in every row: it leaves no wide window. With relative permittivities 200 and 4, both layers 2 nm thick, $L=80$ nm and the same contact potentials, the slice formula gives 74.4 mV and a two-dimensional solution on a 0.25 nm grid gives 76.0 mV. The slice result is then about 2% below the two-dimensional one.

The drain's own share follows from raising $V_D$ from 0.05 to 0.60 V. In the 10 nm film, $\psi_{\min}$ rises from 150.4 to 221.3 mV, a change of 70.9 mV. At 300 K, where $k_BT/e=25.85$ mV, Boltzmann statistics multiply the carrier density at the barrier top by

$$e^{70.85/25.85}\simeq15.5 .$$

In the 1 nm film the change is 3.1 mV and the factor is 1.13. These are density factors at the upper surface; the current also depends on the barrier's shape and on transport.

The remaining source barrier at high drain voltage is 179 meV in the 10 nm film and 391 meV in the 1 nm film. Both are several times $k_BT$, which supports neglecting mobile charge near the barrier top, though not close to the contacts. Quantum confinement and thickness-dependent mobility are also outside this model and can matter in a 1 nm film. With a single gate and air above, thinning the film from 10 nm to 1 nm lowers the leaked potential by a smaller factor. To estimate the extra leakage, treat the contacts as flat half-planes at potentials $a$ and $b$, with the film surface between them near zero. The field entering the film from the air at mid-channel is then $2(a+b)/(\pi L)\simeq0.022$ V/nm. Dividing by $\varepsilon_i/t_i=1.6$ nm$^{-1}$, with $\varepsilon_i$ the relative permittivity, gives about 14 mV. This is only an order-of-magnitude estimate, and a low one, because the film surface near the contacts lies above zero potential and adds to the field. Even so, the extra leakage exceeds the 9.4 mV found for the thinnest film, and thinning the film does not remove it.

The calculated gain is electrostatic: thinning the film weakens the lateral path for contact flux, until the insulator, or for a single gate the space above the film, becomes the main path.
